\section*{Identical spinless nuclei: twice the classical Coulomb scattering at ninety degrees, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: the Coulomb amplitude of one labelled pair}

\subsection{The question}

A beam of $^{58}$Ni ions strikes a thin nickel foil. Now and then an ion passes so close to a $^{58}$Ni nucleus of the foil that both leave the collision at large angles to the beam. A detector placed at $45^\circ$ to the beam registers a nickel nucleus. It cannot tell whether this is the scattered ion or the recoiling target nucleus, because the two have equal mass, equal charge and, at this angle, equal energy.

Classical mechanics nevertheless gives a definite counting rule. Each nucleus has its own orbit, so the rate for scattered ions and the rate for recoils are added. In quantum mechanics the two histories lead to the same final state of two identical particles, so their amplitudes must be combined before squaring. The ground state of $^{58}$Ni has spin zero. For such nuclei the amplitudes add with a plus sign, and at this detector position the intensity is twice the classical sum. To see where the factor comes from, and over how small an angle it survives, we need the Coulomb amplitude including its phase.

The model has these assumptions. Two nuclei of charge number $Z$ and mass $M$, with spin zero and in the same internal state, move nonrelativistically. They interact through their Coulomb repulsion alone, without nuclear forces or electrons. The pair collides once, and nothing disturbs it on the way to the detector.

\subsection{Angles and energies of the two nuclei}

Let the ion arrive along the $z$ axis with speed $v$ and let the target be at rest. The centre of mass moves with velocity $\tfrac12 v\hat{\mathbf z}$. In its frame the nuclei approach with speeds $v/2$. An elastic collision preserves these speeds and turns the line of motion, so the ion leaves along a unit vector $\mathbf n$ at angle $\theta$ to $\hat{\mathbf z}$ and the recoil leaves along $-\mathbf n$. Adding back the motion of the centre of mass gives the laboratory velocities
\begin{equation}
\mathbf v_{\rm ion}=\tfrac12 v(\hat{\mathbf z}+\mathbf n),\qquad
\mathbf v_{\rm rec}=\tfrac12 v(\hat{\mathbf z}-\mathbf n).
\end{equation}
The sum of two unit vectors bisects the angle between them, so the ion leaves at $\theta_{\rm lab}=\theta/2$. Its speed follows from
\begin{equation}
|\mathbf v_{\rm ion}|^2=\tfrac14v^2(2+2\cos\theta)=v^2\cos^2(\theta/2).
\end{equation}
With $T=\tfrac12Mv^2$ the energy of the beam ion, the scattered ion keeps $T\cos^2(\theta/2)$. At $\theta=90^\circ$ both nuclei therefore leave at $45^\circ$ to the beam, on opposite sides, each with $T/2$.

A detector in direction $\mathbf n$ of the centre-of-mass frame receives ions scattered through $\theta$. It also receives recoils from collisions in which the ion went along $-\mathbf n$, that is, through $\pi-\theta$. Both kinds arrive with the same velocity, so a measurement of energy does not separate them. From here on $\theta$ is the centre-of-mass angle.

\subsection{The equation of relative motion}

Write $\kappa=Z^2e^2/(4\pi\varepsilon_0)$ for the strength of the repulsion, so that the potential energy is $\kappa/r$. With $\mathbf r=\mathbf r_1-\mathbf r_2$ and $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$, the chain rule gives $\nabla_1=\nabla_r+\tfrac12\nabla_R$ and $\nabla_2=-\nabla_r+\tfrac12\nabla_R$. The cross terms cancel in the kinetic energy:
\begin{equation}
-\frac{\hbar^2}{2M}(\nabla_1^2+\nabla_2^2)
=-\frac{\hbar^2}{M}\nabla_r^2-\frac{\hbar^2}{4M}\nabla_R^2 .
\end{equation}
The first term is $-\hbar^2\nabla_r^2/(2\mu)$ with the reduced mass $\mu=M/2$. The second describes free motion of the centre of mass and plays no part in the scattering.

The relative speed is $v$, so the relative wave number is $k=\mu v/\hbar$ and the relative energy is
\begin{equation}
E=\frac{\hbar^2k^2}{2\mu}=\tfrac12\mu v^2=\tfrac14Mv^2=\frac T2 .
\end{equation}
Multiplying the stationary equation $-\hbar^2\nabla^2\psi/(2\mu)+(\kappa/r)\psi=E\psi$ by $-2\mu/\hbar^2$ gives
\begin{equation}
\Bigl(\nabla^2+k^2-\frac{2\eta k}{r}\Bigr)\psi=0,\qquad
\eta=\frac{\kappa}{\hbar v},
\label{eq:schr}
\end{equation}
because $2\mu\kappa/\hbar^2=2(\kappa/\hbar v)(\mu v/\hbar)=2\eta k$. The dimensionless number $\eta$ is the Sommerfeld parameter. It is positive for repulsion.

\subsection{Reduction to an ordinary differential equation}

Try $\psi=N e^{ikz}F(\zeta)$ with $\zeta=ik(r-z)$ and $N$ constant. The product rule gives
\begin{equation}
\nabla^2(e^{ikz}F)=e^{ikz}\bigl(-k^2F+2ik\,\partial_zF+\nabla^2F\bigr).
\end{equation}
The derivatives of $\zeta$ are
\begin{align}
\partial_z\zeta&=ik\Bigl(\frac zr-1\Bigr)=-\frac{\zeta}{r},\qquad
\nabla^2\zeta=ik\,\frac2r,\\
(\nabla\zeta)^2&=-k^2|\hat{\mathbf r}-\hat{\mathbf z}|^2
=-\frac{2k^2(r-z)}{r}=\frac{2ik\zeta}{r}.
\end{align}
The last equality uses $k(r-z)=-i\zeta$. Hence $\nabla^2F=(\nabla\zeta)^2F''+(\nabla^2\zeta)F'=(2ik/r)(\zeta F''+F')$, and $2ik\,\partial_zF=-(2ik/r)\zeta F'$. In (\ref{eq:schr}) the terms $\mp k^2F$ cancel. Dividing the rest by $2ik/r$, and using $-2\eta k/(2ik)=i\eta$, we obtain
\begin{equation}
\zeta F''+(1-\zeta)F'+i\eta F=0 .
\end{equation}
Set $a=-i\eta$ and $F=\sum_n c_n\zeta^n$. The coefficient of $\zeta^n$ is $(n+1)^2c_{n+1}-(n+a)c_n=0$. With $c_0=1$ the regular solution is
\begin{equation}
F(\zeta)=\sum_{n=0}^\infty\frac{(a)_n}{(n!)^2}\zeta^n={}_1F_1(-i\eta;1;\zeta),
\label{eq:series}
\end{equation}
where $(a)_n=a(a+1)\cdots(a+n-1)$ and $(a)_0=1$.

As a check, this wave was inserted in (\ref{eq:schr}) for $\eta=1.3$, $k=1$ at the point $(0.9,-0.7,1.1)$, with the Laplacian taken by finite differences of step $0.001$. The left side came out as $4.7\times10^{-8}$ of $|\psi|$, consistent with an error of the order of the step squared.

\subsection{The wave far from the collision}

We need $F$ at $\zeta=is$ with $s=k(r-z)$ large. A contour integral serves:
\begin{equation}
F(\zeta)=\frac1{2\pi i}\oint e^{\zeta t}\,t^{a-1}(t-1)^{-a}\,dt ,
\label{eq:contour}
\end{equation}
taken anticlockwise around both $t=0$ and $t=1$. To verify it, choose $|t|>1$ on the contour and expand $t^{a-1}(t-1)^{-a}=t^{-1}(1-1/t)^{-a}=\sum_n (a)_n t^{-n-1}/n!$. Each term then integrates to $(a)_n\zeta^n/(n!)^2$, which is the series (\ref{eq:series}).

For $\zeta=is$ the factor $e^{ist}$ vanishes as $\operatorname{Im}t\to+\infty$. Let the branch cuts run straight up from $0$ and from $1$, and take the arguments of $t$ and of $t-1$ between $-3\pi/2$ and $\pi/2$. The contour can be pulled upwards until two loops remain. Each comes down from $+i\infty$ on the left of a cut, passes below the branch point and returns on the right.

Both loops reduce to Hankel's integral
\begin{equation}
\frac1{2\pi i}\int_{-\infty}^{(0+)}e^ww^{-\nu}dw=\frac1{\Gamma(\nu)} ,
\end{equation}
in which $\arg w$ runs from $-\pi$ to $\pi$. For $\operatorname{Re}\nu<1$ the path may be laid along the cut, $w=xe^{\mp i\pi}$. This gives
\begin{equation}
\frac{e^{i\pi\nu}-e^{-i\pi\nu}}{2\pi i}\int_0^\infty e^{-x}x^{-\nu}dx
=\frac{\sin\pi\nu}{\pi}\Gamma(1-\nu)=\frac1{\Gamma(\nu)},
\end{equation}
and analytic continuation extends it to other $\nu$.

\emph{Loop around $t=0$.} Here $t-1$ is near $-1$, with argument $-\pi$, so $(t-1)^{-a}=e^{i\pi a}(1-t)^{-a}=e^{i\pi a}(1+at+\dots)$. Put $t=e^{-i\pi/2}w/s$. The leading term is
\begin{equation}
e^{i\pi a}\,\frac{e^{-i\pi a/2}s^{-a}}{\Gamma(1-a)}
=\frac{e^{\pi\eta/2}s^{i\eta}}{\Gamma(1+i\eta)} .
\end{equation}
The term $at$ multiplies this by a further $a(-i/s)\Gamma(1-a)/\Gamma(-a)=ia^2/s=\eta^2/(is)$, since $\Gamma(1-a)=-a\Gamma(-a)$ and $a^2=-\eta^2$.

\emph{Loop around $t=1$.} Put $t=1+e^{-i\pi/2}w/s$. To leading order $t^{a-1}=1$, and the contribution is
\begin{equation}
e^{is}\frac{e^{-i\pi(1-a)/2}s^{a-1}}{\Gamma(a)}
=\frac{-i\,e^{\pi\eta/2}e^{is}s^{-1-i\eta}}{\Gamma(-i\eta)}
=\frac{-\eta\,e^{\pi\eta/2}e^{is}s^{-1-i\eta}}{\Gamma(1-i\eta)} .
\end{equation}
The last step uses $1/\Gamma(-i\eta)=-i\eta/\Gamma(1-i\eta)$ and $(-i)(-i\eta)=-\eta$.

\subsection{Reading off the amplitude}

Choose $N=e^{-\pi\eta/2}\Gamma(1+i\eta)$, so that the first contribution has unit modulus far away. In the second, $kz+s=kr$ and $s=kr(1-\cos\theta)=2kr\sin^2(\theta/2)$. Thus
\begin{equation}
\psi\to e^{i[kz+\eta\ln k(r-z)]}\Bigl(1+\frac{\eta^2}{ik(r-z)}\Bigr)
+f(\theta)\frac{e^{i(kr-\eta\ln2kr)}}{r},
\label{eq:far}
\end{equation}
\begin{equation}
f(\theta)=-\frac{\eta}{2k\sin^2(\theta/2)}
\exp\!\bigl[2i\sigma_0-i\eta\ln\sin^2(\theta/2)\bigr],
\label{eq:f}
\end{equation}
where $e^{2i\sigma_0}=\Gamma(1+i\eta)/\Gamma(1-i\eta)$, so $\sigma_0=\arg\Gamma(1+i\eta)$.

The first part of (\ref{eq:far}) is the incident wave. The long range of the Coulomb force distorts it at any distance, which is the source of the logarithm. Its correction falls as $1/r$, like the scattered wave, but it travels with the phase of the incident wave and must not be counted in $f$. The expansion needs $s\gg1+\eta^2$ and therefore fails in the forward direction. For large $\eta$, the neglected terms of the incident wave are small beside the scattered wave only if also $s\gg\eta^3$. At a fixed angle away from the forward direction, both conditions are met once $r$ is large enough.

The separation was checked at $kr=10^5$, $\eta=1.3$ and $\theta=1.0$, $\pi/2$ and $2.3$ rad. Subtracting the incident part from the full wave (\ref{eq:series}) left the amplitude (\ref{eq:f}) to within a relative $4.3\times10^{-5}$.

\subsection{Rutherford's law and the classical orbit}

A real beam has finite width and the detector stands outside it, so it receives the scattered wave alone. Incident and scattered waves have the same speed. The number of particles per unit time and solid angle, divided by the incident flux, is therefore
\begin{equation}
|f(\theta)|^2=\frac{d^2}{4\sin^4(\theta/2)},\qquad
d\equiv\frac{\eta}{k}=\frac{\kappa}{\mu v^2}=\frac{\kappa}{T}.
\label{eq:ruth}
\end{equation}
The length $d$ contains no $\hbar$. It is half the distance $\kappa/E$ at which a head-on collision stops.

The classical orbit gives the same law. Let $b$ be the impact parameter and $\varphi$ the polar angle measured from the symmetry axis of the orbit. Angular momentum conservation, $\mu r^2\dot\varphi=\mu vb$, gives $dt=r^2d\varphi/(vb)$. The momentum changes by $2\mu v\sin(\theta/2)$ along the axis, and this equals the time integral of the force component:
\begin{equation}
2\mu v\sin\frac\theta2=\int\frac{\kappa}{r^2}\cos\varphi\,dt
=\frac{\kappa}{vb}\int_{-(\pi-\theta)/2}^{(\pi-\theta)/2}\!\cos\varphi\,d\varphi
=\frac{2\kappa}{vb}\cos\frac\theta2 .
\end{equation}
Hence $b=d\cot(\theta/2)$. Particles that enter the ring $2\pi b\,|db|$ leave into $2\pi\sin\theta\,d\theta$, and $|db/d\theta|=d/[2\sin^2(\theta/2)]$, so
\begin{equation}
\frac{b}{\sin\theta}\Bigl|\frac{db}{d\theta}\Bigr|
=\frac{d\cot(\theta/2)}{2\sin(\theta/2)\cos(\theta/2)}\,
\frac{d}{2\sin^2(\theta/2)}=\frac{d^2}{4\sin^4(\theta/2)} .
\end{equation}
For one labelled pair the quantum and classical intensities agree. The phase of $f$, which has no effect in (\ref{eq:ruth}), begins to matter when two amplitudes are added. At $\theta=90^\circ$ the orbit has $b=d$.

\section{Second half: exchange, the factor two and its angular width}

\subsection{Symbols and results carried over}

Two spin-0 nuclei of charge number $Z$ and mass $M$ collide with relative speed $v$, relative wave number $k=Mv/(2\hbar)$ and Sommerfeld parameter $\eta=Z^2e^2/(4\pi\varepsilon_0\hbar v)$. The beam energy is $T$, and the energy in the centre-of-mass frame is $T/2$. The ion is scattered through $\theta$ in that frame and through $\theta/2$ in the laboratory. For a labelled pair the amplitude is
\begin{equation}
f(\theta)=-\frac{d}{2\sin^2(\theta/2)}
\exp\!\bigl[2i\sigma_0-i\eta\ln\sin^2(\theta/2)\bigr],
\qquad d=\frac\eta k ,
\label{eq:f2}
\end{equation}
with a constant phase $\sigma_0$. The classical impact parameter is $b=d\cot(\theta/2)$. A detector at $\theta$ also receives recoils from collisions in which the ion went through $\pi-\theta$. The combined classical intensity is therefore
\begin{equation}
C(\theta)=|f(\theta)|^2+|f(\pi-\theta)|^2 .
\label{eq:C}
\end{equation}

\subsection{Symmetrizing and counting}

Exchanging the nuclei leaves the centre of mass in place and reverses $\mathbf r=\mathbf r_1-\mathbf r_2$. Identical spin-0 nuclei are bosons, and without spin the exchange acts on position alone, so the relative wave function must be even in $\mathbf r$. From the labelled solution $\psi$ we form
\begin{equation}
\psi_{\rm B}(\mathbf r)=\frac{\psi(\mathbf r)+\psi(-\mathbf r)}{\sqrt2}.
\label{eq:sym}
\end{equation}
The factor $1/\sqrt2$ is the correct normalization. Before the collision the two terms are wave packets with opposite relative momenta. They are orthogonal, and time evolution keeps them so.

The reversal $\mathbf r\to-\mathbf r$ leaves $r$ unchanged and turns $\theta$ into $\pi-\theta$. The outgoing wave of $\psi_{\rm B}$ thus has the amplitude $[f(\theta)+f(\pi-\theta)]/\sqrt2$. Its square is the intensity for nucleus 1 to leave along the detector direction $\mathbf n$ and nucleus 2 along $-\mathbf n$. The detector responds equally when nucleus 2 leaves along $\mathbf n$. That is a separate region of the two-particle configuration space and has the same intensity, because $\psi_{\rm B}$ is even. Adding the two gives
\begin{equation}
I(\theta)=2\times\tfrac12\,|f(\theta)+f(\pi-\theta)|^2
=|f(\theta)+f(\pi-\theta)|^2 .
\label{eq:I}
\end{equation}
The factor from counting both nuclei cancels the one from normalization. Omitting either would change the answer at $90^\circ$ by a factor of two.

This rule does not depend on the Coulomb force, so it was checked where both sides can be computed without it. Two particles hop on a periodic lattice of $5\times5$ sites with hopping amplitude $-1$. They repel with strength $3$ on the same site and $1.5$ on neighbouring sites. They start with opposite momenta of one lattice unit along $x$ and evolve for a time $1.5$, with $\hbar=1$. The evolution was done once with labelled particles and once with bosons described by occupation numbers, where no symmetrization is put in by hand.

The probability of finding opposite momenta of one unit along $y$, that is, after a turn through $90^\circ$, was $0.095093$ for the labelled pair, with both assignments counted, and $0.190186$ for the bosons. The ratio is two. For the oblique final momenta $(1,1)$ and $(-1,-1)$ the values were $0.018853$ and $0.028706$, a ratio of about $1.52$. There the boson probability agreed with the squared sum of the two labelled amplitudes, as (\ref{eq:I}) requires.

In the language of partial waves, an even function of $\mathbf r$ contains even angular momenta $l$ alone. Because $P_l(-x)=(-1)^lP_l(x)$, adding $f(\pi-\theta)$ removes the odd terms of $f$ and doubles the even ones. The doubled even part of the Coulomb partial-wave series, with phase shifts $\arg\Gamma(l+1+i\eta)$, was summed for $\eta=1.3$ at $\theta=0.9$, $1.3$ and $\pi/2$ rad. The series does not converge as it stands. It was therefore multiplied by $(1-x^2)^3$ with $x=\cos\theta$, rearranged in Legendre polynomials, summed, and divided by the same factor. The result reproduced $f(\theta)+f(\pi-\theta)$ from (\ref{eq:f2}) to a relative $3.7\times10^{-13}$.

We now have the Coulomb amplitude of a labelled pair, including its phase, and the rule that for identical spin-0 nuclei the amplitudes at $\theta$ and $\pi-\theta$ are added before squaring. It remains to obtain the factor two at $90^\circ$, to find its angular width, and to see what survives for nickel ions in a real foil.
